# Permittivity of an Insulator Filled with Ten Percent Conducting Spheres: a program that tests the result

```python
"""
Result under test: isolated perfectly conducting spheres at volume fraction f
in an insulating matrix of permittivity e_m give, in Maxwell Garnett theory,
    e_eff / e_m = (1 + 2 f) / (1 - f),   which is 4/3 at f = 1/10.
The independent road is a full Laplace solution for a simple cubic array.
Cell edge = 1 in the array problem; sphere radius = 1 in the pair problem.
Material inputs are rough typical values for silver spheres in silicone rubber.
"""
import numpy as np
from fractions import Fraction
from math import factorial
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import binom, lpmv


def maxwell_garnett(f, b=1):
    """Permittivity ratio; b is the sphere dipole relative to a conductor."""
    return (1 + 2 * b * f) / (1 - b * f)


def solve_cubic_array(f, lmax=25):
    """Mean potential gradient 1 along z; sphere and plane z=0 at potential 0.
    Returns permittivity ratio from dipole, from flux, and the pole field."""
    a = (3 * f / (4 * np.pi)) ** (1 / 3)
    scale = np.sqrt(3) / 2
    modes = [(l, m) for l in range(1, lmax + 1, 2) for m in range(0, l + 1, 4)]

    def basis(x, y, z):
        r = np.sqrt(x * x + y * y + z * z)
        phi = np.arctan2(y, x)
        columns = []
        for l, m in modes:
            norm = np.sqrt(factorial(l - m) / factorial(l + m))
            radial = (r / scale) ** l * (1 - (a / r) ** (2 * l + 1))
            columns.append(norm * radial * lpmv(m, l, z / r) * np.cos(m * phi))
        return np.array(columns).T

    nodes, weights = np.polynomial.legendre.leggauss(16)
    nodes, weights = (nodes + 1) / 4, weights / 4
    u, v = [g.ravel() for g in np.meshgrid(nodes, nodes, indexing="ij")]
    w = np.outer(weights, weights).ravel()
    half = np.full_like(u, 0.5)
    h = 1e-5
    top = basis(u, v, half)
    side_slope = (basis(half + h, u, v) - basis(half - h, u, v)) / (2 * h)
    top_slope = (basis(u, v, half + h) - basis(u, v, half - h)) / (2 * h)
    root = np.sqrt(w)[:, None]
    matrix = np.vstack([5 * root * top, root * side_slope])
    target = np.concatenate([5 * root[:, 0] * 0.5, np.zeros(len(w))])
    coef = np.linalg.lstsq(matrix, target, rcond=None)[0]
    from_dipole = 1 + 4 * np.pi * a**3 * coef[0] / scale
    from_flux = np.sum(w * (top_slope @ coef)) / 0.25
    pole = sum(c * (2 * l + 1) * a ** (l - 1) / scale**l
               for c, (l, m) in zip(coef, modes) if m == 0)
    return from_dipole, from_flux, pole


def pair_moments(distance, m, lmax=60):
    """Multipoles of one of two neutral unit spheres in a unit field,
    along the axis (m=0) or across it (m=1)."""
    k = np.arange(1, lmax + 1)[:, None]
    l = np.arange(1, lmax + 1)[None, :]
    coupling = binom(l + k, k + m) * float(distance) ** (-(l + k + 1.0))
    source = np.zeros(lmax)
    source[0] = 1
    return np.linalg.solve(np.eye(lmax) + (-1) ** (m + 1) * coupling, source)


def mean_pair_polarizability(distance, lmax=60):
    return (pair_moments(distance, 0, lmax)[0]
            + 2 * pair_moments(distance, 1, lmax)[0]) / 3


def random_pair_coefficient(lmax):
    """Coefficient of f^2 beyond Maxwell Garnett for random pair positions."""
    t, w = np.polynomial.legendre.leggauss(40)
    t, w = (t + 1) / 2, w / 2
    values = [8 / s**4 * (mean_pair_polarizability(2 / s, lmax) - 1) for s in t]
    return 9 * np.dot(w, values)


# Exact arithmetic, and the full array solution against the formula
assert maxwell_garnett(Fraction(1, 10)) == Fraction(4, 3)
f = 0.10
ratio = maxwell_garnett(f)
array_results = {}
for fraction in (0.001, 0.02, 0.05, 0.10):
    array_results[fraction] = solve_cubic_array(fraction)
    dipole_value, flux_value, _ = array_results[fraction]
    assert abs(dipole_value - flux_value) < 5e-4
    assert abs(dipole_value - maxwell_garnett(fraction)) < 1e-3
array_ratio, array_flux, array_pole = array_results[f]
assert abs(array_ratio - solve_cubic_array(f, 17)[0]) < 1e-4
dilute_slope = (array_results[0.001][0] - 1) / 0.001
assert abs(dilute_slope - 3) < 0.01
assert abs(array_results[0.001][2] - 3) < 0.02
local_factor = 1 / (1 - f)
array_local = (array_ratio - 1) / (3 * f)
assert abs(array_local - local_factor) < 2e-3
pole_factor = 3 * local_factor
assert abs(array_pole / pole_factor - 1) < 0.10

# Pair solution: the potential must be constant on the sphere surface
pair_distance = 2.1
theta = np.linspace(0.01, np.pi - 0.01, 60)
orders = np.arange(1, 61)
for m in (0, 1):
    moments = pair_moments(pair_distance, m)
    r_other = np.sqrt(1 + pair_distance**2 - 2 * pair_distance * np.cos(theta))
    cos_other = (np.cos(theta) - pair_distance) / r_other
    surface = -lpmv(m, 1, np.cos(theta))
    for l, q in zip(orders, moments):
        surface = surface + q * lpmv(m, l, np.cos(theta))
        surface = surface + ((-1) ** (l + 1) * q * lpmv(m, l, cos_other)
                             / r_other ** (l + 1))
    shift = -np.sum(moments / pair_distance ** (orders + 1.0)) if m == 0 else 0
    assert np.max(np.abs(surface - shift)) < 1e-5
axial = pair_moments(pair_distance, 0)
pair_voltage = pair_distance - 2 * np.sum(axial / pair_distance ** (orders + 1.0))
gap_factor = pair_voltage / (pair_distance - 2)
far_excess = mean_pair_polarizability(20.0) - 1
assert abs(far_excess * 20.0**6 / 2 - 1) < 0.05
pair_coefficient = random_pair_coefficient(80)
assert abs(pair_coefficient - random_pair_coefficient(40)) < 0.01
random_shift = pair_coefficient * f**2

# Worked example: rough typical material values and chosen geometry
e_m = 3.0
radius_nm = 1000.0
film_um = 100.0
field = 0.02                 # MV/cm
strength = 0.2               # MV/cm
frequency = 1e3              # Hz
sigma_metal = 6e7            # S/m
sigma_matrix = 1e-12         # S/m
screening_nm = 0.1
barrier_eV = 3.0
e_eff = ratio * e_m
cap_unit = const.epsilon_0 / (film_um * 1e-6) * 1e12 * 1e-4   # pF/cm2
voltage = field * 1e6 * film_um * 1e-4
local_field = field * local_factor
pole_field = field * pole_factor
field_limit = strength / pole_factor
cell_nm = radius_nm * (4 * np.pi / (3 * f)) ** (1 / 3)
mean_gap_nm = cell_nm - 2 * radius_nm

# Sphere-free layers, one radius thick, at both electrodes
empty = 2 * radius_nm / (film_um * 1000)
core_ratio = maxwell_garnett(f / (1 - empty))
layer_ratio = 1 / (empty + (1 - empty) / core_ratio)

# Finite sphere permittivity: surface matching against the closed factor
e_test = 20.0
matched = np.linalg.solve([[1, 1], [e_test, -2 * e_m]], [1, e_m])[1]
assert abs(matched - (e_test - e_m) / (e_test + 2 * e_m)) < 1e-12
omega = 2 * np.pi * frequency
e_metal = sigma_metal / (omega * const.epsilon_0)
metal_defect = 3 * e_m / abs(1j * e_metal + 2 * e_m)
matrix_loss = sigma_matrix / (omega * const.epsilon_0 * e_m)

# Field penetration: conducting core with a vacuum shell, outer radius 1
core = 1 - screening_nm / radius_nm
shell_matrix = [[core, core**-2, 0], [1, 1, 1], [1, -2, -2 * e_m]]
b_shell = np.linalg.solve(shell_matrix, [0, 1, e_m])[2]
shell_estimate = 3 * e_m * screening_nm / radius_nm
assert abs((1 - b_shell) / shell_estimate - 1) < 0.01
shell_shift = maxwell_garnett(f, b_shell) - ratio

# Field emission at the pole: closed exponent against barrier integral
pole_V_nm = pole_field * 0.1
kappa_unit = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9
emission = 4 * kappa_unit * barrier_eV**1.5 / (3 * pole_V_nm)
width_nm = barrier_eV / pole_V_nm
integral = quad(lambda x: 2 * kappa_unit
                * np.sqrt(max(barrier_eV - pole_V_nm * x, 0)), 0, width_nm)[0]
assert abs(integral / emission - 1) < 1e-5
assert width_nm < mean_gap_nm

print(f"Volume fraction f: {f:.2f}")
print(f"Maxwell Garnett permittivity ratio: {ratio:.6f}")
print(f"Relative rise: {100 * (ratio - 1):.3f} %")
print(f"Dilute formula ratio 1+3f: {1 + 3 * f:.4f}")
print(f"Cubic array, ratio from dipole: {array_ratio:.5f}")
print(f"Cubic array, ratio from flux: {array_flux:.5f}")
print(f"Cubic array minus Maxwell Garnett: {array_ratio - ratio:.5f}")
for fraction in (0.02, 0.05):
    print(f"f={fraction:.2f}: array {array_results[fraction][0]:.5f}, "
          f"formula {maxwell_garnett(fraction):.5f}")
print(f"Dilute array (f=0.001), rise divided by f: {dilute_slope:.4f}")
print(f"Local field / mean field, formula: {local_factor:.4f}")
print(f"Local field / mean field, array: {array_local:.4f}")
print(f"Pole field / mean field, formula: {pole_factor:.4f}")
print(f"Pole field / mean field, array: {array_pole:.4f}")
print(f"Matrix permittivity (rough input): {e_m:.1f}")
print(f"Composite permittivity: {e_eff:.3f}")
print(f"Sphere radius: {radius_nm:.0f} nm")
print(f"Cubic cell edge: {cell_nm:.0f} nm")
print(f"Gap between neighbours in cubic array: {mean_gap_nm:.0f} nm")
print(f"Film thickness: {film_um:.0f} um")
print(f"Capacitance per area, matrix: {cap_unit * e_m:.2f} pF/cm2")
print(f"Capacitance per area, composite: {cap_unit * e_eff:.2f} pF/cm2")
print(f"Applied field: {field:.3f} MV/cm; voltage: {voltage:.0f} V")
print(f"Local field: {local_field:.4f} MV/cm")
print(f"Pole field, formula: {pole_field:.4f} MV/cm")
print(f"Matrix breakdown strength (rough input): {strength:.2f} MV/cm")
print(f"Applied field with pole at breakdown: {field_limit:.4f} MV/cm")
print(f"Same limit from cubic array: {strength / array_pole:.4f} MV/cm")
print(f"Random pairs, extra coefficient of f^2: {pair_coefficient:.2f}")
print(f"Random pairs, shift of ratio: {random_shift:.4f}")
print(f"Ratio with random-pair shift: {ratio + random_shift:.4f}")
print(f"Close pair, gap: {(pair_distance - 2) * radius_nm:.0f} nm")
print(f"Close pair, mean gap field / far field: {gap_factor:.2f}")
print(f"Close pair, gap field for applied field: {gap_factor * field:.3f} MV/cm")
print(f"Ratio with sphere-free electrode layers: {layer_ratio:.4f}")
print(f"Electrode-layer shift of ratio: {layer_ratio - ratio:.4f}")
print(f"Metal screening length (rough input): {screening_nm:.1f} nm")
print(f"Field-penetration shift of ratio: {shell_shift:.2e}")
print(f"Frequency: {frequency:.0f} Hz")
print(f"Metal conductivity (rough input): {sigma_metal:.1e} S/m")
print(f"Finite-conductivity defect of dipole: {metal_defect:.1e}")
print(f"Matrix conductivity (rough input): {sigma_matrix:.1e} S/m")
print(f"Matrix leakage / displacement current: {matrix_loss:.1e}")
print(f"Emission barrier (rough input): {barrier_eV:.1f} eV")
print(f"Triangular barrier width at pole: {width_nm:.0f} nm")
print(f"Field-emission tunnelling exponent: {emission:.0f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Volume fraction f: 0.10
Maxwell Garnett permittivity ratio: 1.333333
Relative rise: 33.333 %
Dilute formula ratio 1+3f: 1.3000
Cubic array, ratio from dipole: 1.33356
Cubic array, ratio from flux: 1.33356
Cubic array minus Maxwell Garnett: 0.00023
f=0.02: array 1.06122, formula 1.06122
f=0.05: array 1.15790, formula 1.15789
Dilute array (f=0.001), rise divided by f: 3.0030
Local field / mean field, formula: 1.1111
Local field / mean field, array: 1.1119
Pole field / mean field, formula: 3.3333
Pole field / mean field, array: 3.5415
Matrix permittivity (rough input): 3.0
Composite permittivity: 4.000
Sphere radius: 1000 nm
Cubic cell edge: 3473 nm
Gap between neighbours in cubic array: 1473 nm
Film thickness: 100 um
Capacitance per area, matrix: 26.56 pF/cm2
Capacitance per area, composite: 35.42 pF/cm2
Applied field: 0.020 MV/cm; voltage: 200 V
Local field: 0.0222 MV/cm
Pole field, formula: 0.0667 MV/cm
Matrix breakdown strength (rough input): 0.20 MV/cm
Applied field with pole at breakdown: 0.0600 MV/cm
Same limit from cubic array: 0.0565 MV/cm
Random pairs, extra coefficient of f^2: 1.51
Random pairs, shift of ratio: 0.0151
Ratio with random-pair shift: 1.3485
Close pair, gap: 100 nm
Close pair, mean gap field / far field: 13.71
Close pair, gap field for applied field: 0.274 MV/cm
Ratio with sphere-free electrode layers: 1.3318
Electrode-layer shift of ratio: -0.0015
Metal screening length (rough input): 0.1 nm
Field-penetration shift of ratio: -3.33e-04
Frequency: 1000 Hz
Metal conductivity (rough input): 6.0e+07 S/m
Finite-conductivity defect of dipole: 8.3e-15
Matrix conductivity (rough input): 1.0e-12 S/m
Matrix leakage / displacement current: 6.0e-06
Emission barrier (rough input): 3.0 eV
Triangular barrier width at pole: 450 nm
Field-emission tunnelling exponent: 5324
ALL CHECKS PASSED
```
